# Infrared absorption by a metal: diffuse surface scattering and phonon emission

A clean, cold metal still absorbs infrared light. Two mechanisms are worked out here for free electrons: scattering at a rough surface, and emission of phonons in the bulk.

The metal fills $z>0$. It has electron density $n$, mass $m$, charge $-e$ and a parabolic band. Light falls on it at normal incidence, polarized along $x$, with fields written as the real part of $E(z)e^{-i\omega t}$. SI units are used, with

$$\omega_p^2=\frac{ne^2}{\varepsilon_0 m},\qquad \delta=\frac{c}{\omega_p},\qquad s=\frac{v_F}{\omega\delta}.$$

For the surface problem $\omega<\omega_p$, $\omega\tau\gg1$ and $s\ll1$: an electron moves much less than the field depth in the time $1/\omega$. The classical Boltzmann treatment also needs $\hbar\omega\ll E_F$, so that $v_F/\omega$ is longer than the Fermi wavelength; at metallic densities this restricts $\omega$ to well below $\omega_p$. Interband transitions and electron–electron scattering are left out.

## (a) Electrons near a diffuse surface

**Question.** Electrons leave a diffusely reflecting surface with the equilibrium distribution. Find the distribution within a few lengths $v_F/\omega$ of the surface.

**Solution.** Write $f=f_0+f_1$. The electric force is $-eE$, and $\partial f_0/\partial p_x=v_xf_0'$, where the prime means $\partial/\partial\varepsilon$. The magnetic force does no work on the isotropic $f_0$ and drops out at first order. Hence

$$\left(\frac1\tau-i\omega\right)f_1+v_z\frac{\partial f_1}{\partial z}=eE\,v_xf_0'.$$

Over a depth $v_F/\omega\ll\delta$ the field is nearly its surface value $E_0$. For $\omega\tau\gg1$ a particular solution is $f_1=ieE_0v_xf_0'/\omega$. The homogeneous solution is $\exp[-(1/\tau-i\omega)z/v_z]$. For $v_z<0$ it grows into the metal and is excluded. For $v_z>0$ its amplitude follows from $f_1(0)=0$. Therefore

$$f_1=\frac{ieE_0}{\omega}v_xf_0'\times
\begin{cases}1,&v_z<0,\\ 1-e^{i\omega z/v_z},&v_z>0.\end{cases}$$

Since $f_1$ is odd in $v_x$, the arriving perturbation carries no net particle flux, so the equilibrium outgoing distribution conserves particles.

## (b) Power lost at the surface

**Question.** Find the mean power absorbed per unit area because of the surface, and interpret it through momentum.

**Solution.** The current density is $J=-e\int(2\,d^3p/h^3)\,v_xf_1$. The part of $f_1$ without the exponential gives $J=ine^2E_0/(m\omega)$, which is a quarter cycle out of phase with the field and absorbs nothing. The exponential part gives

$$J_{\rm ex}(z)=\frac{ie^2E_0}{\omega}\int_{v_z>0}\frac{2\,d^3p}{h^3}\,v_x^2f_0'\,e^{i\omega z/v_z}.$$

The weak damping $1/\tau$ makes the depth integral converge: $\int_0^\infty e^{i\omega z/v_z}dz=iv_z/\omega$. With $i\cdot i=-1$,

$$\int_0^\infty J_{\rm ex}\,dz=\frac{e^2E_0}{\omega^2}\int_{v_z>0}\frac{2\,d^3p}{h^3}\,v_x^2v_z(-f_0')\equiv GE_0.$$

The density of states at the Fermi level, both spins included, is $3n/(mv_F^2)$. With $\mu=v_z/v_F$ and $v_x^2=v_F^2(1-\mu^2)\cos^2\phi$, the angular average is

$$\frac1{4\pi}\int_0^{2\pi}\cos^2\phi\,d\phi\int_0^1\mu(1-\mu^2)\,d\mu=\frac{1}{4\pi}\cdot\pi\cdot\frac14=\frac1{16}.$$

Thus

$$G=\frac{e^2}{\omega^2}\,\frac{3n}{mv_F^2}\,\frac{v_F^3}{16}=\frac{3ne^2v_F}{16m\omega^2},\qquad P_s=\frac12G|E_0|^2.$$

$G$ is real: the missing drift of the outgoing electrons acts as a resistive sheet.

For the momentum reading, the local drift velocity obeys $-i\omega mu=-eE_0$, so $u=-ieE_0/(m\omega)$, and arriving electrons have $f_1=-muv_xf_0'$. They bring to the surface, per unit area and time, the $x$ momentum

$$\int_{v_z<0}\frac{2\,d^3p}{h^3}\,mv_x|v_z|f_1=m^2u\,\frac{3n}{mv_F^2}\,\frac{v_F^3}{16}=\frac{3}{16}nv_F\,mu.$$

Diffuse reflection destroys it. This friction force times the drift velocity, averaged over a cycle, is $\frac{3}{32}nmv_F|u|^2=\frac12G|E_0|^2$, as before. The factor $3/16$ is that of the particle flux: the mean speed in the Fermi sphere is $\bar v=3v_F/4$, so $n\bar v/4=3nv_F/16$ electrons arrive per unit area and time. The drift shifts the whole sphere by $mu$, so each of them brings the momentum $mu$ on average.

## (c) The surface absorptivity

**Question.** What fraction of the incident power does the diffuse surface absorb?

**Solution.** To leading order the field in the metal obeys $E''=(\omega_p^2-\omega^2)E/c^2$, so $E'(0)=-\kappa\omega_pE_0/c$ with $\kappa^2=1-\omega^2/\omega_p^2$. Outside, $E=E_i(e^{i\omega z/c}+re^{-i\omega z/c})$. Continuity of $E$ and $E'$ gives

$$E_0=E_i(1+r),\qquad \frac{c}{i\omega}E'(0)=E_i(1-r).$$

Adding these equations,

$$E_0\left(1+\frac{i\kappa\omega_p}{\omega}\right)=2E_i.$$

Since $1+\kappa^2\omega_p^2/\omega^2=\omega_p^2/\omega^2$, we have $|E_0|^2=4(\omega/\omega_p)^2|E_i|^2$. The incident flux is $\frac12\varepsilon_0c|E_i|^2$, and

$$A_s=\frac{\frac12G\cdot4\omega^2/\omega_p^2}{\frac12\varepsilon_0c}
=\frac{4\omega^2}{\varepsilon_0c\,\omega_p^2}\,\frac{3ne^2v_F}{16m\omega^2}
=\boxed{\frac34\,\frac{v_F}{c}}.$$

The frequency cancels: $G$ falls as $\omega^{-2}$, while the squared surface field grows as $\omega^2$.

This is the leading term for small $s$. A solution of the coupled Boltzmann and Maxwell equations, with the field profile left free, tests it at $\omega=10^{-3}\omega_p$. The relative deviation from the formula is about $-0.2s^2$ for $s$ between 0.05 and 0.2. At lower frequency, when $s$ is no longer small, an electron samples a changing field within one cycle and the derivation fails.

## (d) A specular surface

**Question.** Replace the rough surface by a mirror that reverses $v_z$ and keeps $v_x$. Find the leading surface absorptivity for $\omega\ll\omega_p$ and negligible bulk collisions.

**Solution.** The uniform-field approximation now gives zero, so the decay of the field must be kept. Follow an electron that reaches the surface at $t=0$. It feels the amplitude $E_0e^{-a|t|}$ with $a=|v_z|/\delta$. Put $f_1=ev_xf_0'g$. Along the path $v_z\partial/\partial z=d/dt$, so $dg/dt-i\omega g=E$. With $h=ge^{-i\omega t}$ this becomes $dh/dt=Ee^{-i\omega t}$, and

$$\mathrm{Re}(gE^*)=\mathrm{Re}\left(h\frac{dh^*}{dt}\right)=\frac12\frac{d|h|^2}{dt}.$$

Using $dz=|v_z|dt$ in $P=\frac12\mathrm{Re}\int JE^*dz$, and joining the incoming and outgoing legs,

$$P=\frac{e^2}{2}\int_{v_z>0}\frac{2\,d^3p}{h^3}(-f_0')v_x^2v_z\,\frac{K}{2}.$$

For a mirror, $h$ accumulates over the whole path:

$$K_{\rm spec}=|E_0|^2\left|\frac1{a-i\omega}+\frac1{a+i\omega}\right|^2=\frac{4a^2|E_0|^2}{(a^2+\omega^2)^2}.$$

For a diffuse surface, $h$ restarts from zero at $t=0$, and the squares of the two legs add: $K_{\rm diff}=2|E_0|^2/(a^2+\omega^2)$. For $a\ll\omega$ the ratio of powers is

$$\frac{P_{\rm spec}}{P_{\rm diff}}=\frac{(4s^2/\omega^2)\int_0^1\mu^3(1-\mu^2)d\mu}{(2/\omega^2)\int_0^1\mu(1-\mu^2)d\mu}=\frac{4s^2/12}{2/4}=\frac23s^2.$$

Hence $A_{\rm spec}=\frac12(v_F/c)s^2$. The impulses before and after a mirror reflection nearly cancel; diffuse reflection removes the memory needed for that cancellation. The full solution agrees with this law within 0.4% at $s=0.05$ and within 5% at $s=0.2$.

## (e) Absorbing a photon while emitting a phonon

**Question.** In the bulk, a uniform field $E_0\cos\omega t$ along $x$ acts on an electron that goes from $\mathbf k$ to $\mathbf k-\mathbf Q$ and emits a phonon, with matrix element $M_Q$. Find the amplitude for absorbing one photon.

**Solution.** A free electron oscillates with amplitude $\xi=eE_0/(m\omega^2)$. In the gauge $E=-\partial A/\partial t$, the interaction $eA p_x/m$ has an absorbing part, proportional to $e^{-i\omega t}$, with matrix element

$$V_{\mathbf k}=-\frac{ie\hbar E_0k_x}{2m\omega}.$$

It conserves $\mathbf k$. If the photon is absorbed first, the initial energy exceeds the intermediate one by $\hbar\omega$. If the phonon is emitted first, overall energy conservation makes this difference $-\hbar\omega$. The sum of the two orders is

$$M_Q\frac{V_{\mathbf k}-V_{\mathbf k-\mathbf Q}}{\hbar\omega}=-\frac i2M_QQ_x\xi.$$

A uniform field alone leaves $\mathbf k$ unchanged, so it cannot take a free electron to a state of different energy; the phonon supplies the change of wave vector.

## (f) The emission rate at zero temperature

**Question.** Take $\Omega=c_sQ$ up to the Debye wave number $Q_D<2k_F$, with $k_B\theta=\hbar c_sQ_D$, normal processes, and $|M_Q|^2=CQ/V$ in a volume $V$. Define $1/\tau$ by the absorbed power density $ne^2E_0^2/(2m\omega^2\tau)$. Find it at $T=0$ for $k_B\theta<\hbar\omega\ll E_F$ and $\omega\ll v_FQ_D$.

**Solution.** Replacing $Q_x^2$ by its average $Q^2/3$, the number of events per volume and time is

$$W=\frac{4\pi}{\hbar}\int\frac{d^3Q}{(2\pi)^3}\frac{CQ^3\xi^2}{12}\int\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon_{\mathbf k-\mathbf Q}-\varepsilon_{\mathbf k}-\hbar\nu),\quad \nu=\omega-c_sQ,$$

with the initial state occupied, the final one empty, and spin counted. Let $k_\parallel$ be the component of $\mathbf k$ along $-\mathbf Q$. Energy conservation reads $\hbar^2(2k_\parallel Q+Q^2)/2m=\hbar\nu$, so integrating the delta function over $k_\parallel$ gives $m/(\hbar^2Q)$. The Pauli principle requires

$$k_F^2-(k_\parallel+Q)^2<k_\perp^2<k_F^2-k_\parallel^2,$$

a ring of area $\pi(2k_\parallel Q+Q^2)=2\pi m\nu/\hbar$. The ring needs $k_\parallel+Q<k_F$. This fails at small $Q\lesssim\omega/v_F$, but the weight $Q^4$ below makes that region negligible. It also fails within about $\omega/v_F$ of $2k_F$, so $Q_D<2k_F-\omega/v_F$ is assumed. The $k$ integral, before division by $(2\pi)^3$, is therefore $2\pi m^2\nu/(\hbar^3Q)$. With $d^3Q=4\pi Q^2dQ$, the numerical factor is $4\pi\cdot4\pi\cdot2\pi/[12(2\pi)^6]=1/(24\pi^3)$, and

$$W=\frac{Cm^2\xi^2}{24\pi^3\hbar^4}\int_0^{Q_D}Q^4(\omega-c_sQ)\,dQ.$$

Each event absorbs $\hbar\omega$. Since $e^2E_0^2/(m\omega^2)=m\omega^2\xi^2$, the definition gives $1/\tau=2\hbar W/(nm\omega\xi^2)$. Inserting $n=k_F^3/(3\pi^2)$,

$$\frac1{\tau_0}=\frac{Cm}{4\pi\hbar^3k_F^3\omega}\left(\frac{\omega Q_D^5}{5}-\frac{c_sQ_D^6}{6}\right)
=\frac{CmQ_D^5}{20\pi\hbar^3k_F^3}\left(1-\frac{5k_B\theta}{6\hbar\omega}\right).$$

## (g) Comparison with the high-temperature rate

**Question.** Find the transport rate for $T\gg\theta$ with the same coupling. Continue its linear law down to $T=\theta$, call the result $\Gamma_\theta$, and compare $1/\tau_0$ with it.

**Solution.** At high temperature, emission and absorption together have the factor $2N+1\simeq2k_BT/(\hbar c_sQ)$, where $N$ is the phonon occupation, and scattering is nearly elastic. On the Fermi sphere $1-\cos\vartheta=Q^2/(2k_F^2)$, the solid angle element is $2\pi Q\,dQ/k_F^2$, and $k^2dk/d\varepsilon=mk_F/\hbar^2$. Thus

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{mk_F}{8\pi^3\hbar^2}\int_0^{Q_D}\frac{2\pi Q\,dQ}{k_F^2}\,\frac{2Ck_BT}{\hbar c_s}\,\frac{Q^2}{2k_F^2}
=\frac{Cmk_BT\,Q_D^4}{8\pi\hbar^4c_sk_F^3}.$$

Setting $k_BT=\hbar c_sQ_D$ gives $\Gamma_\theta=CmQ_D^5/(8\pi\hbar^3k_F^3)$, and

$$\frac1{\tau_0}=\frac25\,\Gamma_\theta\left(1-\frac{5k_B\theta}{6\hbar\omega}\right)\;\longrightarrow\;\boxed{\frac25\,\Gamma_\theta}\qquad(\hbar\omega\gg k_B\theta).$$

Both rates weight phonons by $Q^4$. Spontaneous emission has the factor 1 and gives $Q_D^5/5$; the extrapolated thermal factor $2Q_D/Q$ gives $Q_D^5/2$. The quotient is $2/5$. It belongs to this spectrum and coupling. A direct sum of the golden rule over initial energy and scattering angle tests the law at three photon energies.

## (h) The actual rate at $T=\theta$

**Question.** How far does the low-frequency absorption rate at $\theta$ lie below the extrapolated line?

**Solution.** At finite temperature the energy window of part (f) becomes a pair integral. From $f(\varepsilon)[1-f(\varepsilon+y)]=[f(\varepsilon)-f(\varepsilon+y)]/(1-e^{-y/k_BT})$,

$$B(y)\equiv\int f(\varepsilon)[1-f(\varepsilon+y)]\,d\varepsilon=\frac{y}{1-e^{-y/k_BT}},\qquad B(y)-B(-y)=y.$$

Photon absorption with phonon emission or absorption, minus the reverse processes, replaces $\hbar(\omega-\Omega)$ by

$$(N+1)B(\hbar\omega-\hbar\Omega)-NB(\hbar\Omega-\hbar\omega)+NB(\hbar\omega+\hbar\Omega)-(N+1)B(-\hbar\omega-\hbar\Omega)$$
$$=2N\hbar\omega+B(\hbar\omega-\hbar\Omega)-B(-\hbar\omega-\hbar\Omega).$$

For $\hbar\omega\ll k_BT$, still with $\omega\tau\gg1$, this tends to $2\hbar\omega[N+B'(-\hbar\Omega)]$. With $x=\hbar\Omega/k_BT$, differentiation gives $B'(-\hbar\Omega)=-N+xe^x/(e^x-1)^2$. The occupation $N$ cancels. Normalizing as in part (g), with $q=Q/Q_D=xT/\theta$,

$$\frac{1}{\tau\,\Gamma_\theta}=4\int_0^1\frac{q^4\,x\,dq}{(e^x-1)(1-e^{-x})}
=4\left(\frac T\theta\right)^5\int_0^{\theta/T}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.$$

This is the Bloch–Grüneisen integral. For $T\gg\theta$ the integrand is $x^3$ and the result is $T/\theta$, the linear law. At $T=\theta$ it is 0.9465, about 5% below the line. The two conditions on $\omega$ can hold together there only if $\hbar/\tau\ll k_B\theta$; for the metal of part (i), $\hbar\Gamma_\theta\approx0.85\,k_B\theta$, so the number is then a formal limit of the rate formula. For $T\to0$ it vanishes as $T^5$, whereas the infrared rate stays finite: an infrared photon can pay for a phonon even when no thermal energy is available.

## (i) A numerical case

**Question.** A model metal has $n=6\times10^{28}\ \mathrm{m^{-3}}$, the free-electron mass, $\theta=200$ K, and a phonon-limited $\tau=3\times10^{-14}$ s at 300 K, taken to lie on the linear law. Find its absorptivity at $T=0$ for a photon energy of 0.5 eV and a diffuse surface.

**Solution.** For $\omega\ll\omega_p$ the field is $E_0e^{-z/\delta}$, and $\int_0^\infty e^{-2z/\delta}dz=\delta/2$. Dividing the bulk power by the incident flux, as in part (c),

$$A_b=\frac{ne^2}{2m\omega^2\tau_0}\,\frac\delta2\,\frac{4\omega^2/\omega_p^2}{\frac12\varepsilon_0c}=\frac{2\delta}{c\tau_0}=\frac{2}{\omega_p\tau_0}.$$

Here $v_F/c=4.677\times10^{-3}$, $\omega_p=1.382\times10^{16}$ rad/s and $s=0.085$, so the surface formula applies:

$$A_s=0.75\times4.677\times10^{-3}=3.51\times10^{-3}.$$

The extrapolated rate is $\Gamma_\theta=(200/300)/(3\times10^{-14}\ \mathrm s)=2.22\times10^{13}\ \mathrm{s^{-1}}$. (By part (h) the rate at $T=1.5\,\theta$ lies about 2% below the line; this is ignored here.) With $\hbar\omega/k_B\theta=29.0$,

$$\frac1{\tau_0}=0.4\times2.222\times10^{13}\left(1-\frac{5}{6\times29.0}\right)=8.63\times10^{12}\ \mathrm{s^{-1}},$$

$$A_b=\frac{2\times8.634\times10^{12}}{1.382\times10^{16}}=1.25\times10^{-3}.$$

Here $\omega\tau_0=88$, as required. The two small losses add to leading order, giving $A=4.76\times10^{-3}$, or 0.48%. The full half-space solution with this constant $\tau_0$ gives $4.74\times10^{-3}$, lower by 0.4% of the sum. In this model, with a fully diffuse surface and no impurity or electron–electron scattering, about three quarters of the absorption comes from the surface. With a specular surface the full solution gives $1.27\times10^{-3}$, close to the bulk term alone. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Diffuse: A/(0.75 vF/c); specular: A/(0.5 s^2 vF/c)
 s = 0.20: diffuse 0.99159, specular 0.9504
   (diffuse ratio - 1)/s^2 = -0.210
 s = 0.10: diffuse 0.99784, specular 0.9872
   (diffuse ratio - 1)/s^2 = -0.216
 s = 0.05: diffuse 0.99945, specular 0.9971
   (diffuse ratio - 1)/s^2 = -0.221
Static scatterers, optical/transport rate: 0.9996
T=0 emission rate / linear rate at theta
 photon = 5 k theta: sum 0.3333, law 0.3333
 photon = 10 k theta: sum 0.3667, law 0.3667
 photon = 20 k theta: sum 0.3833, law 0.3833
Actual low-frequency rate at theta / linear law: 0.9465
Bloch-Grueneisen integral at theta: 0.9465
Worked example
 electron density: 6.0e+28 m^-3
 Debye temperature: 200 K
 tau at 300 K: 3.0e-14 s
 photon energy: 0.50 eV
 Fermi wave number: 1.2111e+10 m^-1
 Fermi velocity: 1.4021e+06 m/s
 vF/c: 4.6769e-03
 omega: 7.5963e+14 rad/s
 omega_p: 1.3819e+16 rad/s
 omega/omega_p: 0.0550
 delta = c/omega_p: 21.69 nm
 vF/omega: 1.846 nm
 s = vF/(omega delta): 0.0851
 hbar omega/(k theta): 29.01
 linear rate at theta: 2.2222e+13 s^-1
 two fifths of it: 8.8889e+12 s^-1
 T=0 rate at this photon energy: 8.6336e+12 s^-1
 omega*tau at T=0: 88.0
 surface absorptivity: 3.5077e-03
 bulk absorptivity: 1.2495e-03
 sum: 4.7572e-03
 full solution, diffuse: 4.7391e-03
 full solution, specular: 1.2717e-03
```
